# Surface-optical phonon scattering of channel electrons and the high-k mobility penalty, part 1

(Sections cited here and not found follow in the second part.)

## First half: the phonon field outside the oxide

Q: Electrons in a channel are said to be scattered by vibrations of the insulator beside it. The electrons are not in the insulator. What reaches them?

A: An electric field. In a polar oxide, ions of opposite charge move against each other, and the moving polarization leaves charge at the surface. Its field extends into the channel.

Let the oxide fill $z<0$ and a nonpolar medium of constant permittivity $\varepsilon_s$ fill $z>0$. The electron sits in that medium at height $z$. I use Hartree atomic units, $\hbar=e=m_e=1$, for the algebra, and meV and nm for examples. Retardation is neglected, so $\mathbf E=-\nabla\phi$. This is safe when the wavevector along the interface is much larger than that of light at the phonon frequency.

Q: What do you assume about the ions?

A: One oscillator per point. Let $\mathbf u$ be the relative displacement of the ions, scaled so that the kinetic energy density is $\tfrac12|\dot{\mathbf u}|^2$. With transverse frequency $\omega_T$ and a coupling constant $g$,

$$\ddot{\mathbf u}=-\omega_T^2\mathbf u+g\mathbf E,\qquad \mathbf P=g\mathbf u+\frac{\varepsilon_\infty-1}{4\pi}\mathbf E .$$

The second term of $\mathbf P$ is the response of the oxide's own electrons, taken as instantaneous. Damping and phonon dispersion are left out. For a time factor $e^{-i\omega t}$ the first equation gives $-\omega^2\mathbf u=-\omega_T^2\mathbf u+g\mathbf E$, so

$$\mathbf u=\frac{g\,\mathbf E}{\omega_T^2-\omega^2}.$$

Insert this in $\mathbf E+4\pi\mathbf P=\varepsilon(\omega)\mathbf E$:

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{W^2}{\omega_T^2-\omega^2},\qquad W^2=4\pi g^2 .$$

At $\omega=0$ this is the static permittivity $\varepsilon_0=\varepsilon_\infty+W^2/\omega_T^2$. The difference $\varepsilon_0-\varepsilon_\infty$ is the ionic part; $W$ measures how much charge the ions carry for their inertia.

Q: A solid has many vibrations. Why should one of them matter outside?

A: Take a wave $e^{i\mathbf q\cdot\mathbf r}$ along the interface, with $q>0$ and $\mathbf r$ the in-plane position. Without free charge, $\nabla\cdot(\varepsilon\mathbf E)=0$. On the channel side this is $(\partial_z^2-q^2)\phi=0$, and the solution that stays finite is $Be^{-qz}$. There are three cases.

First, $\omega=\omega_T$. The equation of motion then requires $\mathbf E=0$ in the oxide. A potential varying as $e^{i\mathbf q\cdot\mathbf r}$ with no field is zero, and continuity of $\phi$ gives $B=0$.

Second, $\varepsilon(\omega)=0$, the bulk longitudinal modes. The normal component of $\varepsilon\mathbf E$ vanishes in the oxide. Its continuity requires $\varepsilon_s qB=0$, so again $B=0$.

Third, every other frequency. Then $\varepsilon(\omega)$ is finite and nonzero, Laplace's equation holds on both sides, and a continuous, decaying solution is

$$\phi=\phi_q\,e^{i\mathbf q\cdot\mathbf r-q|z|}.$$

Only this case can have a field outside in the present model.

Q: Then where does its frequency come from?

A: From the remaining boundary condition. Since $E_z=-\partial_z\phi$, just above the interface $E_z=+q\phi$, and just below it $E_z=-q\phi$. Continuity of the normal component of $\varepsilon\mathbf E$ gives

$$\varepsilon_s q\phi=-\varepsilon(\omega)q\phi\quad\Longrightarrow\quad \varepsilon(\omega_S)+\varepsilon_s=0 .$$

With the explicit $\varepsilon(\omega)$,

$$\varepsilon_\infty+\varepsilon_s=\frac{W^2}{\omega_S^2-\omega_T^2}
\quad\Longrightarrow\quad
\omega_S^2=\omega_T^2+\frac{W^2}{\varepsilon_\infty+\varepsilon_s}.$$

Replace $W^2$ by $\omega_T^2(\varepsilon_0-\varepsilon_\infty)$ and collect the terms over one denominator:

$$\omega_S^2=\omega_T^2\,\frac{\varepsilon_0+\varepsilon_s}{\varepsilon_\infty+\varepsilon_s}.$$

The frequency does not depend on $q$, because the interface supplies no length.

Q: You have a shape and a frequency, but no amplitude. A classical wave can have any amplitude.

A: Quantum mechanics fixes it, once we know that the mode is a harmonic oscillator with the correct inertia. The field carries energy too, so this needs an argument. Let $\varepsilon_b$ be $\varepsilon_\infty$ in the oxide and $\varepsilon_s$ in the channel medium. Consider

$$L=\int d^3r\left[\tfrac12|\dot{\mathbf u}|^2-\tfrac12\omega_T^2|\mathbf u|^2+g\,\mathbf u\cdot\mathbf E+\frac{\varepsilon_b|\mathbf E|^2}{8\pi}\right].$$

Variation of $\mathbf u$ gives the equation of motion above. Variation of $\phi$ gives $\nabla\cdot(\varepsilon_b\mathbf E+4\pi g\mathbf u)=0$, which is the field equation. Multiply the latter by $\phi$ and integrate by parts:

$$\int \mathbf E\cdot(\varepsilon_b\mathbf E+4\pi g\mathbf u)\,d^3r=0
\quad\Longrightarrow\quad
g\int\mathbf u\cdot\mathbf E\,d^3r=-\int\frac{\varepsilon_b|\mathbf E|^2}{4\pi}\,d^3r .$$

Put this back into $L$. The two field terms combine to $-\int\varepsilon_b|\mathbf E|^2/8\pi$, so

$$L=\int\tfrac12|\dot{\mathbf u}|^2\,d^3r-\left[\int\tfrac12\omega_T^2|\mathbf u|^2\,d^3r+\int\frac{\varepsilon_b|\mathbf E|^2}{8\pi}\,d^3r\right].$$

The field follows $\mathbf u$ linearly and without delay. The bracket is therefore a positive quadratic form in $\mathbf u$, as for a set of coupled springs, and all the inertia is in $\mathbf u$.

Q: So what condition sets the amplitude?

A: Write the surface part of the displacement as $\sum_{\mathbf q}Q_{\mathbf q}\mathbf f_{\mathbf q}$ with $\int|\mathbf f_{\mathbf q}|^2d^3r=1$. Each $Q_{\mathbf q}$ is an oscillator coordinate of unit mass:

$$Q_{\mathbf q}=\frac{1}{\sqrt{2\omega_S}}\left(a_{\mathbf q}+a^\dagger_{-\mathbf q}\right).$$

The pairing of $\mathbf q$ with $-\mathbf q$ keeps the displacement real. The field that multiplies $a_{\mathbf q}+a^\dagger_{-\mathbf q}$ thus belongs to a displacement with

$$\int|\mathbf u|^2d^3r=\frac1{2\omega_S}.$$

Now relate the left side to $\phi_q$. In the oxide the in-plane and normal field components both have magnitude $q|\phi_q|e^{qz}$. For interface area $A$,

$$\int_{z<0}|\mathbf E|^2d^3r=A\,2q^2|\phi_q|^2\int_{-\infty}^0e^{2qz}dz=A\,2q^2|\phi_q|^2\frac1{2q}=Aq|\phi_q|^2 .$$

Since $\mathbf u=g\mathbf E/(\omega_T^2-\omega_S^2)$, the normalization reads

$$\frac{g^2Aq|\phi_q|^2}{(\omega_S^2-\omega_T^2)^2}=\frac1{2\omega_S}
\quad\Longrightarrow\quad
|\phi_q|^2=\frac{(\omega_S^2-\omega_T^2)^2}{2\omega_S\,g^2Aq}.$$

Q: That still contains $g$, and I see no difference of dielectric constants.

A: Use $\omega_S^2-\omega_T^2=4\pi g^2/(\varepsilon_\infty+\varepsilon_s)$ for one of the two factors in the numerator. Then $g^2$ cancels:

$$|\phi_q|^2=\frac{2\pi}{Aq}\,\frac{\omega_S^2-\omega_T^2}{\omega_S(\varepsilon_\infty+\varepsilon_s)}
=\frac{2\pi\omega_S}{Aq}\,\frac{1}{\varepsilon_\infty+\varepsilon_s}\left(1-\frac{\omega_T^2}{\omega_S^2}\right).$$

The ratio $\omega_T^2/\omega_S^2$ equals $(\varepsilon_\infty+\varepsilon_s)/(\varepsilon_0+\varepsilon_s)$. Multiplying out,

$$|\phi_q|^2=\frac{2\pi\omega_S}{Aq}D,\qquad
D=\frac1{\varepsilon_\infty+\varepsilon_s}-\frac1{\varepsilon_0+\varepsilon_s}.$$

The electron has charge $-1$, so its energy in this potential is $-\phi$. The coupling is

$$H_{\rm int}=\sum_{\mathbf q}M_q(z)e^{i\mathbf q\cdot\mathbf r}\left(a_{\mathbf q}+a^\dagger_{-\mathbf q}\right),\qquad
M_q(z)=-\phi_qe^{-qz},$$

$$A|M_q(z)|^2=\frac{2\pi\omega_S}{q}\,D\,e^{-2qz}.$$

In SI units $2\pi$ is replaced by $e^2/(2\epsilon_{\rm vac})$ and $\omega_S$ by $\hbar\omega_S$, where $\epsilon_{\rm vac}$ is the vacuum permittivity.

Q: You promised me a decay $e^{-qz}$ and have now written $e^{-2qz}$.

A: The potential and the matrix element decay as $e^{-qz}$. Scattering rates contain the square. Long waves reach far, because positive and negative stretches of surface charge lie far apart; short waves cancel close to the surface.

If the electron has a normal wavefunction $\psi(z)$ of finite width, $e^{-qz}$ is replaced by its average $\int|\psi|^2e^{-qz}dz$ before squaring. As the exponential is convex, this average is at least $e^{-q\bar z}$, with $\bar z$ the mean height. A thin sheet at the mean height therefore gives a lower bound on the coupling for that wavefunction. I keep the thin sheet.

Q: Your bookkeeping has several factors of two. Can the coupling be obtained without this formula?

A: Yes, by diagonalizing the lattice numerically. Take $\omega_T=15$ meV, $W=60$ meV, $\varepsilon_\infty=4$, $\varepsilon_s=12$ and $q=1\ \mathrm{nm^{-1}}$. Divide an oxide of eight decay lengths $1/q$ into 300 layers, each with its own oscillators, put an equal thickness of channel medium above it, and solve for the field on the same grid. One mode with an outside field appears, at 21.213 meV. Its zero-point potential at the interface gives $A|M_q|^2=5997.7\ \mathrm{meV^2\,nm^2}$. The formulas give the same two numbers to the digits shown.

At grid heights nearest to $qz=0$, $0.5$, $1$ and $2$ the squared coupling agrees with the formula within 0.2% of the formula's value. All other modes together contribute less than $10^{-8}$ of the surface mode's squared potential there. This tests the frequency, the decay, the prefactor and the silence of the bulk modes.

Q: I accept the number, but not yet the meaning. Why a difference of two inverse sums?

A: Hold an electron fixed at $\mathbf r$, height $z$. The phonon Hamiltonian is $\sum_{\mathbf q}[\omega_Sa^\dagger_{\mathbf q}a_{\mathbf q}+M_q(e^{i\mathbf q\cdot\mathbf r}a_{\mathbf q}+e^{-i\mathbf q\cdot\mathbf r}a^\dagger_{\mathbf q})]$, apart from the zero-point energy; I have relabelled $-\mathbf q$ as $\mathbf q$ in the second part and chosen $M_q$ real. Set $a_{\mathbf q}=b_{\mathbf q}-M_qe^{-i\mathbf q\cdot\mathbf r}/\omega_S$. The linear terms cancel and leave the energy

$$-\sum_{\mathbf q}\frac{|M_q|^2}{\omega_S}
=-\int_0^\infty\frac{q\,dq}{2\pi}\,\frac{2\pi D}{q}e^{-2qz}
=-D\int_0^\infty e^{-2qz}dq=-\frac{D}{2z}.$$

The same energy follows from electrostatics. Place the charge at height $z$ over a medium of permittivity $\varepsilon$. Let its incident wave at the interface have amplitude 1, the reflected wave $R$ and the transmitted wave $T$. Continuity of potential gives $1+R=T$. Continuity of normal displacement gives $\varepsilon_s(1-R)=\varepsilon T$. Hence $R=(\varepsilon_s-\varepsilon)/(\varepsilon_s+\varepsilon)$. The bare wave of a unit charge has amplitude $2\pi/(\varepsilon_sq)$, and an induced energy carries a factor $\tfrac12$, so

$$U(\varepsilon)=\frac12\int_0^\infty\frac{q\,dq}{2\pi}\,\frac{2\pi R}{\varepsilon_sq}e^{-2qz}
=\frac{R}{4\varepsilon_sz}
=\frac1{4z}\left(\frac2{\varepsilon_s+\varepsilon}-\frac1{\varepsilon_s}\right).$$

With the ions free to respond the energy is $U(\varepsilon_0)$; with the ions frozen it is $U(\varepsilon_\infty)$. The difference is

$$U(\varepsilon_0)-U(\varepsilon_\infty)=\frac1{2z}\left(\frac1{\varepsilon_s+\varepsilon_0}-\frac1{\varepsilon_s+\varepsilon_\infty}\right)=-\frac D{2z}.$$

So $D$ measures the attraction that the ions contribute. The total image force can still be repulsive, as it is whenever $\varepsilon_0<\varepsilon_s$. For the oxide above, at $z=1$ nm, integration over the phonons and the image formula both give $-22.499$ meV.

Q: An attraction to the surface does not scatter anybody sideways.

A: No, but a medium that responds also fluctuates. At temperature $T$ a mode holds on average $N=1/(e^{\omega_S/kT}-1)$ phonons. The mean square of $a_{\mathbf q}+a^\dagger_{-\mathbf q}$ is $N+(N+1)$, so the potential wave $\Phi_q$ at height $z$ obeys

$$A\langle|\Phi_q|^2\rangle=\frac{2\pi\omega_SD}{q}e^{-2qz}(2N+1)
\;\longrightarrow\;\frac{4\pi kT\,D}{q}e^{-2qz}\qquad(\omega_S\ll kT),$$

because $2N+1=\coth(\omega_S/2kT)\to2kT/\omega_S$. The classical noise depends on the static response $D$ and no longer on the frequency.

At 300 K, $kT=25.85$ meV. For our mode $N=0.7863$, so $2N+1=2.573$, while $2kT/\omega_S=51.70/21.213=2.437$. The classical value is 5% below the quantum one, relative to the latter.

Q: When should I distrust the coupling itself?

A: When the oxide is thin or has a metal behind it. A field reflected from a gate at depth $t$ has travelled down and back, so it returns with a factor of order $e^{-2qt}$. The half-space result needs $qt\gg1$. It also assumes that the channel electrons do not rearrange to screen the phonon, which requires a low density. A crystal with several polar modes has several surface frequencies, each with its own strength.

## Second half: from the coupling to the mobility penalty

Q: Before we go on, what do you carry over?

A: The oxide has electronic permittivity $\varepsilon_\infty$, static permittivity $\varepsilon_0=\varepsilon_\infty+W^2/\omega_T^2$, transverse frequency $\omega_T$ and ionic oscillator strength $W$. The channel medium has permittivity $\varepsilon_s$. An electron at height $z$ couples to one surface mode, with

$$C(q)\equiv A|M_q|^2=\frac{2\pi\omega_S}{q}De^{-2qz},\qquad
D=\frac1{\varepsilon_\infty+\varepsilon_s}-\frac1{\varepsilon_0+\varepsilon_s},$$

$$\omega_S^2=\omega_T^2+\frac{W^2}{\varepsilon_\infty+\varepsilon_s}.$$

$A$ is the area, $q$ the wavevector along the interface, and $N$ the thermal phonon number. Atomic units are used in the algebra.

Q: Then a high permittivity lowers the mobility, and we are finished.

A: That statement is too loose. Put $D$ over one denominator:

$$D=\frac{\varepsilon_0-\varepsilon_\infty}{(\varepsilon_\infty+\varepsilon_s)(\varepsilon_0+\varepsilon_s)}.$$

If a large $\varepsilon_0$ came wholly from the oxide's electrons, then $\varepsilon_0=\varepsilon_\infty$ and $D=0$. There would be no scattering of this kind. The penalty belongs to the ionic part.

Q: How does an oxide get a large ionic part?

A: In this model $\varepsilon_0-\varepsilon_\infty=W^2/\omega_T^2$, so either by a larger $W$ or by softer bonds, meaning a smaller $\omega_T$. Consider softening, with $W$, $\varepsilon_\infty$ and $\varepsilon_s$ held fixed. In the first half $D$ appeared as $(\omega_S^2-\omega_T^2)/[\omega_S^2(\varepsilon_\infty+\varepsilon_s)]$. The numerator is $W^2/(\varepsilon_\infty+\varepsilon_s)$, hence

$$D\,\omega_S^2=\frac{W^2}{(\varepsilon_\infty+\varepsilon_s)^2},\qquad
C(q)=\frac{2\pi W^2}{(\varepsilon_\infty+\varepsilon_s)^2}\,\frac{e^{-2qz}}{\omega_Sq}.$$

Softening lowers $\omega_S$. The squared coupling grows as $1/\omega_S$, and the phonon number grows as well.

Q: Does this go on without limit as $\varepsilon_0\to\infty$?

A: No. As $\omega_T\to0$,

$$D\to\frac1{\varepsilon_\infty+\varepsilon_s},\qquad \omega_S\to\frac W{\sqrt{\varepsilon_\infty+\varepsilon_s}}.$$

Both are finite. The surface charge provides a restoring force even when the bond does not.

We now have the frequency of the oxide's surface phonon and its coupling to a channel electron, and we have seen that softening the lattice strengthens this coupling while $D$ and $\omega_S$ tend to finite limits. It remains to turn the coupling into collision rates and find what it costs in mobility.

All numerical values are calculated from the stated model.
